# Counting bond and angle constraints in a silica network

## Problem

A silica network is fully bonded: every silicon atom has four oxygen neighbours, every oxygen atom has two silicon neighbours, and there are no other bonds. Treat the atoms as points in three dimensions. A constraint is a bond length, or an angle between two bonds at the same atom, that is held at a prescribed value.

(a) How many independent constraints does the local bonding supply per SiO2 unit if all bond lengths and all bond angles are held?

(b) The Si-O-Si angle is much softer than the O-Si-O angle. Release it, so that it may take any value. How does the number of constraints now compare with the number of degrees of freedom?

(c) What does the comparison say about the motions left to the network, and about stress in it?

The softness of the oxygen angle is a physical premise. Counting cannot supply it; counting shows what follows from it. All counts are pure numbers, and lengths are measured in units of the ideal Si-O distance.

## A tempting solution, which is wrong

One unit has three atoms, hence \(3\times 3=9\) degrees of freedom. Its silicon atom has four bonds, and each bond in the network ends at one silicon atom, so there are 4 bond lengths per unit.

Four bonds at silicon form

\[
\binom{4}{2}=\frac{4\cdot 3}{2}=6
\]

pairs, and each pair makes an angle. That gives 6 silicon angles. Each of the two oxygen atoms has one pair of bonds, which gives 2 oxygen angles. The total is \(4+6+2=12\). Releasing the oxygen angles leaves \(4+6=10\), which still exceeds 9. The conclusion would be that silica has one constraint too many per unit even when its oxygen atoms act as free hinges.

## Where the fault lies

The bond lengths and the degrees of freedom are counted correctly. The fault is in the six silicon angles: six can be drawn, but they cannot be changed independently.

A single SiO4 group shows that something is wrong. It has five atoms and 15 coordinates. If its 4 bond lengths and 6 angles were 10 independent constraints, \(15-10=5\) motions would remain. But a rigid body that does not lie on a line has three translations and three rotations, and none of these six motions changes a length or an angle. One of the ten constraints must therefore follow from the others.

The missing relation can be found explicitly. Let \(\mathbf n_1,\dots,\mathbf n_4\) be unit vectors along the four bonds, and let \(c_{ij}=\mathbf n_i\cdot\mathbf n_j\) be the cosines of the angles. Four vectors in three dimensions are linearly dependent, so there are numbers \(w_i\), not all zero, with

\[
\sum_{i=1}^{4} w_i\mathbf n_i=0 .
\]

Now turn the bonds slightly, \(\mathbf n_i\to\mathbf n_i+\delta\mathbf n_i\), and keep the numbers \(w_i\) at their original values. To first order,

\[
\delta c_{ij}=\delta\mathbf n_i\cdot\mathbf n_j+\mathbf n_i\cdot\delta\mathbf n_j .
\]

Multiply by \(w_iw_j\) and sum over all \(i\) and \(j\). The two terms give equal sums, because they differ only by exchanging the names of the indices:

\[
\sum_{i,j}w_iw_j\,\delta c_{ij}
=2\Big(\sum_i w_i\,\delta\mathbf n_i\Big)\cdot\Big(\sum_j w_j\mathbf n_j\Big)=0 .
\]

The second bracket vanishes by the choice of the \(w_j\). The terms with \(i=j\) on the left also vanish, since \(c_{ii}=1\) cannot change. Each remaining pair occurs twice, and division by 2 gives

\[
\sum_{i<j}w_iw_j\,\delta c_{ij}=0 .
\]

This is one linear relation among the six angle changes. In a regular tetrahedron the four bond vectors add to zero, so all \(w_i\) can be set to 1, and the six cosine changes sum to zero. If no three bonds lie in one plane, all \(w_i\) are nonzero. Any five changes then fix the sixth, and holding the sixth angle removes no further freedom.

## Solution

### How many angles are independent

The relation shows that at most five silicon angles are independent. It remains to show that there is no second relation.

Each unit vector has two free parameters, so four bond directions have \(2\times4=8\). The number of independent angle changes is 8 minus the number of independent motions that leave all the cosines unchanged. Common rotations are three such motions. There are no others, for the following reason.

Choose three bonds that do not lie in a plane. Their directions form a basis, so there is one linear map \(M\) with \(\delta\mathbf n_i=M\mathbf n_i\) for \(i=1,2,3\). Fixed unit lengths and fixed cosines require

\[
\mathbf n_i\cdot M\mathbf n_j+\mathbf n_j\cdot M\mathbf n_i=0,
\qquad i,j=1,2,3 .
\]

The case \(i=j\) expresses the fixed length. Since this holds for all pairs of basis vectors, \(M\) is antisymmetric, which is the form of an infinitesimal rotation. For the fourth bond, the fixed cosines with the first three give

\[
\delta\mathbf n_4\cdot\mathbf n_i=-\mathbf n_4\cdot M\mathbf n_i
=(M\mathbf n_4)\cdot\mathbf n_i .
\]

The last step uses the antisymmetry of \(M\). Two vectors with equal products with three basis vectors are equal, so \(\delta\mathbf n_4=M\mathbf n_4\). The fourth bond takes part in the same rotation. The number of independent silicon angles is therefore \(8-3=5\).

The argument for the fourth bond applies to any further bond. An atom with \(r\) bonds, three of them not in a plane, thus has

\[
2r-3
\]

independent angles. For \(r=2\) the formula gives 1, which is the single angle of a bent oxygen bridge.

A straight bridge is an exception. There \(\mathbf n_2=-\mathbf n_1\), and a unit vector can change only at right angles to itself to first order, so

\[
\delta c_{12}=-\delta\mathbf n_1\cdot\mathbf n_1-\mathbf n_2\cdot\delta\mathbf n_2=0 .
\]

The cosine does not respond to first order. Yet keeping the bridge straight under finite motions requires \(\mathbf n_1+\mathbf n_2=0\), which fixes both parameters of one direction once the other is given. The count of one constraint per oxygen angle therefore refers to bent bridges.

### Parts (a) and (b)

Each bond is shared by two atoms, so an atom with \(r\) bonds owns \(r/2\) bond lengths. Per unit,

\[
\frac42+2\cdot\frac22=2+2=4 .
\]

This agrees with counting the four bonds at silicon. With every angle held, the total is

\[
\underbrace{4}_{\text{lengths}}
+\underbrace{5}_{\text{Si angles}}
+\underbrace{2}_{\text{O angles}}=11 ,
\]

which answers (a). It exceeds the 9 degrees of freedom by 2. Releasing the angle at each of the two oxygen atoms removes these 2 constraints:

\[
4+5=9=3\times3 .
\]

The constraints and the degrees of freedom balance, which answers (b).

It matters which angle is released. If the silicon angles were free and the oxygen angles held, the count would be \(4+2=6\), three short of balance. If a fraction \(f\) of the oxygen angles were held, it would be \(9+2f\), so balance within this model requires \(f=0\).

### The same balance with rigid tetrahedra

Four lengths and five independent angles make each SiO4 group rigid, since \(15-9=6\) motions remain. The network can then be seen as rigid tetrahedra joined at their corners, with one tetrahedron per SiO2 unit.

Each tetrahedron has 6 degrees of freedom. At a joint, the corners of two tetrahedra must coincide, which imposes three conditions, one for each coordinate. Half of these conditions are charged to each partner. Four corners give

\[
4\times\frac32=6
\]

conditions per tetrahedron, again equal to the number of degrees of freedom. Because the joint fixes a position and no angle, the released oxygen angle is built into this picture.

### Part (c): what balance does and does not say

Let the network have \(N\) atoms and \(C\) constraints. For small displacements, collected in a vector \(\mathbf u\), the changes of the constrained quantities are

\[
\mathbf e=A\mathbf u ,
\]

where \(A\) has \(C\) rows and \(3N\) columns. Let \(R\) be its rank, the number of constraints that are independent in the whole network. The number of zero modes, meaning independent motions that change no constrained quantity to first order, is \(F=3N-R\). The number of redundant constraints is \(S=C-R\). Subtraction removes the unknown rank:

\[
F-S=3N-C .
\]

Counting therefore determines the difference \(F-S\). With the oxygen angles released, \(C=3N\) and hence \(F=S\). It does not follow that both are zero. Constraints that are independent at each atom can still depend on one another around closed rings, and each such dependence leaves one more zero mode.

A periodic network in a fixed cell gives a simple case. Moving all atoms together changes no length or angle, so \(F\ge3\). At balance, \(S\ge3\) as well. If there are no further zero modes, these three become negligible per unit as the cell grows.

The fixed cell matters. If the cell may also deform, its six homogeneous strains add six columns to \(A\), and the difference becomes \(F-S=3N+6-C\). At balance this is 6, so \(F\ge6\), and at least three zero modes exist besides the translations. If the fixed cell allows only the translations, these extra modes must change the shape or size of the cell. A balanced periodic network can then be strained in at least three ways with no first-order change of any constraint.

The redundant constraints are connected with stress. Suppose that the prescribed values are changed by small amounts \(\mathbf e\). The atoms can adapt only if \(A\mathbf u=\mathbf e\) has a solution. Each redundancy corresponds to a vector \(\mathbf s\) with \(\mathbf s^{T}A=0\), and multiplying the equation by \(\mathbf s^{T}\) gives the condition

\[
\mathbf s^{T}\mathbf e=0 .
\]

There are \(S\) independent conditions of this kind. Changes that violate them cannot be met in full, and stiff springs in place of the constraints would remain strained. A redundancy does not force stress by itself, because the prescribed values may happen to be compatible. In a disordered network with all angles held, \(S\) is at least 2 per unit, and compatibility would need as many special coincidences.

## A network of 64 units

The count can be followed in a finite network. Silicon atoms are placed on the sites of the diamond structure, with one oxygen atom midway between each pair of neighbours. A periodic cubic cell holds 64 units, which means 192 atoms and \(3\times192=576\) degrees of freedom. Each coordinate is then shifted at random by up to 0.15 Si-O distances to remove the symmetry. This is a model of connectivity, not a realistic structure of glass.

The matrix \(A\) contains the first derivatives of the bond lengths and of the cosines of the angles, with five angles at each silicon atom. Its rank is the number of nonzero singular values, found numerically.

| Held | \(C\) | \(R\) | \(F\) | \(S\) |
|---|---:|---:|---:|---:|
| Lengths only | 256 | 256 | 320 | 0 |
| Lengths, Si angles | 576 | 573 | 3 | 3 |
| Lengths, all angles | 704 | 573 | 3 | 131 |

The values of \(C\) are \(4\times64\), \(9\times64\) and \(11\times64\). With lengths alone, all constraints are independent and \(576-256=320\) zero modes remain, or 5 per unit. In the fixed cell, holding the silicon angles removes all of these except the three translations. Holding the oxygen angles as well adds 128 constraints but leaves the rank at 573. All 128 are redundant, and \(S\) rises from 3 to \(3+128=131\).

The effect on stress can be measured by asking for random changes \(\mathbf e\) with independent, equally distributed normal components. Such a vector has no preferred direction in its \(C\)-dimensional space. The part that cannot be met lies in a subspace of dimension \(S\), so on average it carries the fraction \(S/C\) of the squared length of \(\mathbf e\). The expected fractions are

\[
\frac{3}{576}=0.0052,\qquad \frac{131}{704}=0.186 .
\]

Least-squares solutions for 400 random vectors gave 0.0053 and 0.188. The small differences are of the size expected from random sampling. With the oxygen angles released, a typical small change of the prescribed values cannot be met exactly, but on average only about half a percent of its squared length remains unmet. With them held, almost a fifth of the squared change remains unmet. These fractions refer to the fixed cell. If the six cell strains are also allowed, a randomly shifted network of this kind has \(F=6\), \(S=0\) with the oxygen angles released, so every small change can be met to first order. With them held it has \(F=3\), \(S=125\), and the expected unmet fraction is \(125/704=0.178\).

In this sample, the balanced network also has a very soft deformation. The square of the smallest nonzero singular value is the least sum of squared constraint changes produced by a displacement of unit length that contains no translation. The singular value is \(2.6\times10^{-3}\) with the oxygen angles released and \(9.0\times10^{-2}\) with them held. Its square differs by a factor of about a thousand. The added constraints remove no zero mode here, but they stiffen the softest deformation strongly.

Without the random shifts, the same cell with released oxygen angles has 48 zero modes and 48 redundancies. The difference is still zero, as \(C=3N\) requires, but 45 zero modes exist besides the translations. Balance is a property of the connectivity, while the separate values of \(F\) and \(S\) depend on the geometry. These zero modes are statements about small displacements; the calculation does not show whether they continue as finite motions.

## When the bonding is not perfect

The balance rests on the numbers of atoms and bonds, and a defect that changes these numbers can shift it. A defect that only moves the end of a bond need not. With all oxygen angles released, a silicon atom with \(r\) bonds to oxygen carries \(r+(2r-3)=3r-3\) constraints, which is linear in \(r\). A pair of one- and three-coordinated oxygen atoms, or of three- and five-coordinated silicon atoms, therefore leaves the count unchanged. Keep the oxygen angles released, and let all silicon atoms have bonds that do not lie in one plane.

Cut one Si-O bond. One length is lost. The silicon atom now has three bonds and \(2\cdot3-3=3\) independent angles instead of 5, so two angles are lost as well. The number of atoms is unchanged, and \(F-S\) rises by \(1+2=3\). Since constraints are only taken away, \(F\) cannot fall and \(S\) cannot rise. The cut therefore adds zero modes, removes redundancies, or does both; the count alone does not say which.

Now remove a whole oxygen atom. This takes away 3 degrees of freedom, 2 bond lengths and 2 angles at each of the two silicon neighbours, which makes \(2+4=6\) constraints. The change of \(F-S\) is \(-3+6=+3\). If the two silicon atoms then bond to each other, one length and two angles at each of them return, which makes 5 constraints. The total change is

\[
-3+6-5=-2 .
\]

The vacancy with a direct Si-Si bond therefore makes the network more constrained than before, whereas the open vacancy makes it less so. The reason is that an oxygen bridge with a released angle leaves the two groups it joins three relative rotations, whereas a direct bond with held angles at both ends leaves only one, the twist about the bond. The difference is the 2 found above. These numbers describe the count alone; the energy of each defect depends on forces that the count leaves out.
